\section*{Spin-adapted kernels of the static Tamm-Dancoff Bethe-Salpeter equation}

\section{Definitions and conventions}

Indices $i,j,k$ denote occupied, $a,b,c$ empty and $p,q,r,s$ arbitrary spatial orbitals $\phi_p$. The orbitals are real. Spin labels are $\sigma,\tau$. Equations are in atomic units and
\begin{equation}
(pq|rs)=\iint \frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}
$W(pq|rs)$ is the same integral with the statically screened interaction. Three matrices act on the space of spatial transitions $i\to a$:
\begin{equation}
D_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab},\quad
v_{ia,jb}=(ia|jb),\quad
W_{ia,jb}=W(ij|ab),
\end{equation}
where $\varepsilon_p$ are quasiparticle energies. The pairings differ: $v$ couples two transition densities $\phi_i\phi_a$ and $\phi_j\phi_b$, while $W$ couples a hole density $\phi_i\phi_j$ to an electron density $\phi_a\phi_b$. The matrix $v$ is called electron-hole exchange although it comes from the Hartree potential.

The assumptions are a closed shell with equal orbitals and energies for both spins, no spin-orbit coupling, a static $W$, neglect of the change of $W$ with the density matrix, and the Tamm-Dancoff approximation. Under them the excitation energies are the eigenvalues of
\begin{equation}
A^{S}=D+2v-W,\qquad A^{T}=D-W, \label{main}
\end{equation}
the second matrix occurring three times.

\section{The kernel with spin}

Let $\gamma_{p\sigma,q\tau}=\langle c^\dagger_{q\tau}c_{p\sigma}\rangle$. The mean field with Hartree potential and statically screened exchange is
\begin{align}
F_{p\sigma,q\tau}={}&h_{pq}\delta_{\sigma\tau}+\delta_{\sigma\tau}\sum_{rs}(pq|rs)\sum_\kappa\gamma_{r\kappa,s\kappa}\nonumber\\
&-\sum_{rs}W(pr|sq)\,\gamma_{r\sigma,s\tau}. \label{field}
\end{align}
The Hartree term sees the density summed over spin. The exchange term carries the spin labels of $\gamma$ unchanged.

The density matrix obeys $i\dot\gamma=[F,\gamma]$. In the ground state $\gamma$ is diagonal with occupations 1 and 0. To first order the electron-hole element is
\begin{equation}
i\dot\gamma_{ai}=(\varepsilon_a-\varepsilon_i)\gamma_{ai}+\delta F_{ai}(1-0),
\end{equation}
where the last factor is the occupation of $i$ minus that of $a$. The Tamm-Dancoff approximation keeps in $\delta F_{ai}$ the elements $\gamma_{bj}$ and drops $\gamma_{jb}$. The static Bethe-Salpeter equation has this form, with GW energies used in $D$. Its kernel is the derivative of (\ref{field}) with $W$ held fixed. For a transition $i\sigma\to a\sigma'$ driven by $j\tau\to b\tau'$,
\begin{equation}
\frac{\partial F_{a\sigma',i\sigma}}{\partial\gamma_{b\tau',j\tau}}
=\delta_{\sigma\sigma'}\delta_{\tau\tau'}(ia|jb)-\delta_{\sigma\tau}\delta_{\sigma'\tau'}W(ij|ab). \label{kernel}
\end{equation}
The first term follows from $p=a$, $q=i$, $r=b$, $s=j$ in the Hartree sum. The same substitution turns $W(pr|sq)$ into $W(ab|ji)=W(ij|ab)$.

\section{Separation of the spins}

For the spin-conserving transitions, ordered as $(\uparrow\uparrow,\downarrow\downarrow)$, equation (\ref{kernel}) gives
\begin{equation}
A=\begin{pmatrix}D+v-W & v\\ v& D+v-W\end{pmatrix}.
\end{equation}
The spin matrix multiplying $v$ is $\begin{pmatrix}1&1\\1&1\end{pmatrix}$. Its normalized eigenvectors $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$ have eigenvalues 2 and 0. The matrices $D$ and $W$ multiply the unit spin matrix and are unaffected by the rotation. The two combinations therefore have the matrices $D+2v-W$ and $D-W$. For the spin-flip transitions $\sigma\neq\sigma'$, so the first term of (\ref{kernel}) vanishes and each again gives $D-W$.

It remains to identify the total spin. With $S_+=\sum_p c^\dagger_{p\uparrow}c_{p\downarrow}$,
\begin{equation}
[S_+,c^\dagger_{a\downarrow}]=c^\dagger_{a\uparrow},\qquad [S_+,c_{i\uparrow}]=-c_{i\downarrow},
\end{equation}
while $S_+$ commutes with $c^\dagger_{a\uparrow}$ and $c_{i\downarrow}$. Hence
\begin{equation}
[S_+,c^\dagger_{a\uparrow}c_{i\uparrow}]=-c^\dagger_{a\uparrow}c_{i\downarrow},\qquad
[S_+,c^\dagger_{a\downarrow}c_{i\downarrow}]=+c^\dagger_{a\uparrow}c_{i\downarrow}.
\end{equation}
The closed-shell state $|0\rangle$ is annihilated by $S_+$. The sum of the two excitations is therefore annihilated too. Since it has $S_z=0$, the identity $S^2=S_-S_++S_z(S_z+1)$ gives $S^2=0$: the plus sign is the singlet. For the minus sign, $T_0=(c^\dagger_{a\uparrow}c_{i\uparrow}-c^\dagger_{a\downarrow}c_{i\downarrow})/\sqrt2$,
\begin{equation}
S_+T_0|0\rangle=-\sqrt2\,c^\dagger_{a\uparrow}c_{i\downarrow}|0\rangle,\qquad
S_-c^\dagger_{a\uparrow}c_{i\downarrow}|0\rangle=-\sqrt2\,T_0|0\rangle .
\end{equation}
The product gives $S^2=2$, a triplet. The state $c^\dagger_{a\uparrow}c_{i\downarrow}|0\rangle$ has $S_z=1$ and is annihilated by $S_+$, so it also has $S^2=2$; reversing all spins gives the third component. This proves (\ref{main}).

If the two spins have different transition energies $D_\uparrow$ and $D_\downarrow$, the same rotation leaves an element $(D_\uparrow-D_\downarrow)/2$ between the singlet and $T_0$. Equation (\ref{main}) then fails, and an open-shell code must keep the two spin-conserving blocks together.

\section{Screening of the attraction}

Let a potential of frequency $\omega$ have total matrix elements $u_{ia}$. First-order perturbation theory gives an induced density $\sum_{ia}x_{ia}\phi_i\phi_a$ with
\begin{equation}
x_{ia}=-2\left(\frac1{D^0_{ia}-\omega}+\frac1{D^0_{ia}+\omega}\right)u_{ia}
=-\frac{4D^0_{ia}}{(D^0_{ia})^2-\omega^2}\,u_{ia}.
\end{equation}
The 2 in front counts the spins, and $D^0$ holds the Hartree-Fock energy differences. In the random-phase approximation $u=u^{\rm ext}+vx$. At $\omega=0$ this gives $(D^0+4v)x=-4u^{\rm ext}$. Choosing $u^{\rm ext}_{ia}=(ia|rs)$ and adding the potential of the induced density,
\begin{equation}
W(pq|rs)=(pq|rs)-4\sum_{ia,jb}(pq|ia)\,[(D^0+4v)^{-1}]_{ia,jb}\,(jb|rs). \label{static}
\end{equation}
The induced charge responds to the total charge, so $W$ is the same for all spin labels.

At finite $\omega$, set $x=(D^0)^{1/2}y$ and diagonalize
\begin{equation}
(D^0)^{1/2}(D^0+4v)(D^0)^{1/2}Z=Z\Omega^2 .
\end{equation}
Then $y=-4Z(\Omega^2-\omega^2)^{-1}Z^{T}(D^0)^{1/2}u^{\rm ext}$. With the couplings $w^m_{pq}=\sqrt2\sum_{ia}(pq|ia)[(D^0)^{1/2}Z\Omega^{-1/2}]_{ia,m}$,
\begin{equation}
W(pq|rs;\omega)=(pq|rs)-\sum_m\frac{2\Omega_m\,w^m_{pq}w^m_{rs}}{\Omega_m^2-\omega^2}. \label{modes}
\end{equation}
At $\omega=0$ each charge mode contributes $-2w^m_{pq}w^m_{rs}/\Omega_m$.

The same modes give the quasiparticle energies. The GW self-energy is $\Sigma^c(x)=\frac{i}{2\pi}\int G(x+\omega)W^c(\omega)\,d\omega$, where $G$ is the Green function and $W^c$ the second term of (\ref{modes}) with $\Omega_m\to\Omega_m-i0$. For an occupied orbital the contour is closed on the pole at $\Omega_m$, for an empty one on the pole at $-\Omega_m$:
\begin{equation}
\Sigma^c_{pp}(x)=\sum_{mi}\frac{(w^m_{pi})^2}{x-\varepsilon^0_i+\Omega_m}+\sum_{ma}\frac{(w^m_{pa})^2}{x-\varepsilon^0_a-\Omega_m}. \label{gw}
\end{equation}
Starting from Hartree-Fock energies $\varepsilon^0$, one solves $\varepsilon_p=\varepsilon^0_p+\Sigma^c_{pp}(\varepsilon_p)$.

The exchange $v$ must stay bare. It is the derivative of the Hartree potential, and solving the eigenvalue problem already screens it. To see this, set $W=0$ and $g=(E-D)^{-1}$; then
\begin{equation}
(E-D-2v)^{-1}=g+g\,(2v)g+g\,(2v)g(2v)g+\cdots .
\end{equation}
The repeated terms are the polarization of the medium by the exciton's transition density. Inserting a screened $v$ would count them twice. The argument assumes that all transitions are kept in the matrix; a truncated transition space omits part of this polarization, and so does the Tamm-Dancoff approximation, which drops the de-excitations.

\section{Consequences for the level order}

For any real vector $x$ let $\rho_x=\sum_{ia}x_{ia}\phi_i\phi_a$. In Fourier space
\begin{equation}
x^{T}vx=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\rho_x(\mathbf k)|^2\ge0 .
\end{equation}
Since $A^S=A^T+2v$, the minimax principle gives $E^S_n\ge E^T_n$ for the $n$th eigenvalues in ascending order. Let $|S_1\rangle$ and $|T_1\rangle$ be the lowest normalized eigenvectors. Using $T_1$ as a trial vector for $A^S$, and $S_1$ as one for $A^T$,
\begin{equation}
2\langle S_1|v|S_1\rangle\le E_{S_1}-E_{T_1}\le2\langle T_1|v|T_1\rangle. \label{bounds}
\end{equation}
This approximation therefore cannot place $S_1$ below $T_1$. The proof needs the same $D$ and $W$ in both blocks, and fails if $W$ is evaluated at the energy of each state.

$W$ cancels in $A^S-A^T$ but in general not in the gap, because the two eigenvectors differ:
\begin{equation}
E_{S_1}-E_{T_1}=2\langle S_1|v|S_1\rangle+\big[\langle S_1|A^T|S_1\rangle-\langle T_1|A^T|T_1\rangle\big]. \label{split}
\end{equation}
With a single transition the bracket vanishes and the gap is $2(ia|ia)$.

Two limits matter in organic semiconductors. In a charge-transfer state, $\phi_i$ and $\phi_a$ lie on different molecules, so their product and hence $(ia|ia)$ vanish with the overlap. The attraction $W(ii|aa)$ does not, and singlet and triplet approach $D-W$ together. For excitations localized on molecules A ($i,a$) and B ($j,b$), $W(ij|ab)$ needs overlap between the molecules, whereas $2(ia|jb)$ does not. With $\mathbf d=\int\phi_i\mathbf r\phi_a\,d\mathbf r$ on each molecule, and $\mathbf n$ the unit vector along a separation $R$ large compared with the molecules,
\begin{equation}
2(ia|jb)\simeq\frac{2}{R^3}\left[\mathbf d_A\!\cdot\mathbf d_B-3(\mathbf d_A\!\cdot\mathbf n)(\mathbf d_B\!\cdot\mathbf n)\right].
\end{equation}
This is the dipole coupling that transfers singlet excitons. It is absent from the triplet block, so within this model direct triplet transfer needs overlap.

\section{Thiophene}

Thiophene is the repeat unit of polythiophene. The isolated planar molecule is given rough typical dimensions: S--C 0.171, C=C 0.137, C--C 0.142 and C--H 0.108~nm, with a C--S--C angle of $92^\circ$. The basis is 6-31G*, which is not converged: the energies below are given to 0.01~eV to show the arithmetic, but they move by up to 0.5~eV in larger bases. The nine core orbitals enter the Hartree-Fock field but not the correlation, which leaves 13 occupied and 60 empty orbitals, or $N=780$ transitions. Equation (\ref{gw}) was solved by Newton iteration for the 15 orbitals within half the lowest $\Omega_m$ of the Hartree-Fock frontier levels. The others were given the mean shift of their side. The gap falls from 12.37~eV in Hartree-Fock to 11.45~eV.

For the transition HOMO$\to$LUMO the bare attraction is 8.30~eV, the screened one 7.17~eV and the exchange 1.82~eV. The diagonal elements are
\begin{align}
A^T_{ia,ia}&=11.45-7.17=4.28\ \text{eV},\\
A^S_{ia,ia}&=4.28+2(1.82)\simeq7.93\ \text{eV}.
\end{align}
Diagonalizing the full blocks gives
\begin{equation}
E_{S_1}=6.53\ \text{eV},\qquad E_{T_1}=4.01\ \text{eV},\qquad E_{S_1}-E_{T_1}=2.52\ \text{eV}.
\end{equation}

The two states are not spin partners. $T_1$ is 95\% HOMO$\to$LUMO, whereas the largest part of $S_1$, 82\%, is HOMO$-1\to$LUMO, and the overlap of the two vectors is zero to three decimals. The exchange explains the change of order. A singlet with the vector of $T_1$ would have the mean energy $4.01+4.69=8.70$~eV, where 4.69~eV is $2\langle T_1|v|T_1\rangle$. Mixing with other transitions brings the lowest singlet of this symmetry down to 6.70~eV, only 0.17~eV above $S_1$, so the order of these two singlets is delicate. In $S_1$ the exchange costs 0.79~eV. The bounds (\ref{bounds}) are thus 0.79 and 4.69~eV, and (\ref{split}) reads $2.52=0.79+1.74$ within rounding. Most of this gap comes from the bracket, where $D$ and $W$ enter, and $2(ia|ia)=3.64$~eV for the HOMO--LUMO pair is a poor estimate of it.

Two altered kernels show the size of misplaced screening, with quasiparticle energies held fixed. Replacing $v$ by $W(ia|jb)$ puts the lowest singlet at 5.74~eV and leaves the triplets unchanged. Leaving the attraction bare puts the lowest singlet at 5.36~eV and lowers $T_1$ by 1.91~eV to 2.10~eV. In both cases the lowest singlet is no longer the former $S_1$ but the singlet with the symmetry of $T_1$, which has fallen from 6.70~eV by about 1.0 and 1.3~eV. Misplaced screening thus changes the order of the singlets as well as their energies.

\section{Size of the neglected effects}

\paragraph{De-excitations.} Keeping $\gamma_{jb}$ in $\delta F_{ai}$ adds the coupling matrices
\begin{equation}
B^S_{ia,jb}=2(ia|jb)-W(ib|ja),\qquad B^T_{ia,jb}=-W(ib|ja),
\end{equation}
and the energies become the positive eigenvalues of $\begin{pmatrix}A&B\\-B&-A\end{pmatrix}$. The lowest singlet is then at 6.32~eV and the lowest triplet at 3.74~eV, lower by 0.22 and 0.27~eV. The gap between them changes by 0.06~eV to 2.58~eV. This small change hides a crossing: the lowest singlet now has the symmetry of $T_1$ and has come down from 6.70~eV, while the former $S_1$ lies at 6.37~eV. Which singlet is lowest therefore depends on the Tamm-Dancoff approximation.

\paragraph{Retardation.} Let the electron and the hole emit and absorb quanta of the charge modes, with couplings $w^m_{ac}$ and $-w^m_{ik}$ of opposite sign. From an exciton $X$ of energy $E$, the amplitudes to reach the pair $kc$ plus one quantum are $P^m_{kc}=\sum_aX_{ka}w^m_{ac}$ and $-Q^m_{kc}$, with $Q^m_{kc}=\sum_iw^m_{ik}X_{ic}$. Second-order perturbation theory, without the attraction in the intermediate pair, gives
\begin{equation}
-\sum_{mkc}\frac{(P^m_{kc}-Q^m_{kc})^2}{\Omega_m+\varepsilon_c-\varepsilon_k-E}.
\end{equation}
The squares dress the separate particles. The quasiparticle energies contain this dressing for unbound particles, without the change that binding makes in the denominators. The cross term $+2PQ/(\Omega_m+\varepsilon_c-\varepsilon_k-E)$ is the screening of the attraction. The static kernel replaces it by $2PQ/\Omega_m$, which requires $\varepsilon_c-\varepsilon_k-E$ to be small against $\Omega_m$. Here the smallest values of $\varepsilon_c-\varepsilon_k-E$ are the binding energies relative to the quasiparticle gap, 4.9~eV ($S_1$) and 7.4~eV ($T_1$). The lowest mode, at 14.2~eV, contributes less than 1\% of the screening. Weighted by their contributions, the modes lie near 40~eV, so the condition holds only roughly. The difference of the two cross terms, taken with the static eigenvectors, is $-0.08$~eV for $S_1$ and $-0.33$~eV for $T_1$. These are not the complete corrections, because binding also weakens the squares, which in the same approximation raises the energies by roughly 0.4~eV ($S_1$) and 0.5~eV ($T_1$). For a single electron level and a single hole level coupled to one mode, the screening of the attraction is exactly $2PQ/\Omega_m$ and retardation has no effect on it. The cross terms alone therefore give neither the size nor the sign of the error of the static kernel.

\paragraph{Spin-orbit coupling.} The one-electron operator $\tfrac12\alpha^2\sum_AZ_A\mathbf L_A\!\cdot\mathbf s/r_A^3$, with bare nuclear charges $Z_A$ and fine-structure constant $\alpha$, has a largest element of 17~meV between occupied valence orbitals. The element between $S_1$ and $T_1$ is much smaller, about 0.3~meV. What matters more for $S_1$ is a higher triplet only 0.07~eV above it: the element is about 7~meV and the mixing amplitude about 0.1. The resulting energy shift is below 1~meV. The spacing of 0.07~eV is smaller than the basis error, so the amplitude is only indicative, but even at exact degeneracy the shift would be about the size of the element. The spin labels thus remain good for energies, although weak transitions between the spins become allowed.

\paragraph{Basis.} Diffuse functions (6-31+G*) give 6.57~eV for the lowest singlet, 4.33~eV for $T_1$ and a quasiparticle gap of 10.67~eV. The triplet rises by 0.32~eV while the quasiparticle gap falls by 0.79~eV. The two quasiparticle gaps do not belong to the same transition: the lowest empty orbital is now symmetric about the molecular plane and is no longer the $\pi^*$ orbital used by $T_1$. The lowest singlet also has a different symmetry, with the former $S_1$ only about 0.01~eV above it, too close for their order to be reliable. The singlet-triplet gap becomes 2.24~eV. A triple-zeta basis without diffuse functions (def2-TZVP) gives a quasiparticle gap of 10.99~eV, $S_1$ at 6.29~eV, $T_1$ at 4.04~eV and a singlet-triplet gap of 2.26~eV, with the singlet of $T_1$ symmetry only 0.04~eV above $S_1$. The levels and the singlet-triplet gap are therefore uncertain by about 0.3~eV, and the quasiparticle gap by about 0.5~eV.

\section{Relation to real materials}

Thiophene vapour has its first strong absorption at very roughly 5.5~eV, so the computed $S_1$ is about 1~eV too high (0.8~eV in def2-TZVP) if this band belongs to it. The two lowest singlets in 6-31G* both have an oscillator strength of about 0.15, so strength does not decide the assignment. Vibrations, geometry relaxation, double excitations, self-consistency in GW and larger bases are missing. Polythiophene films absorb from roughly 2~eV; a single ring lacks the conjugation along the chain and does not model that energy. A film also breaks the assumption of an isolated molecule. In a medium of permittivity 3, a charge in a cavity of radius 0.35~nm (both round values) gains the Born energy $P=(1-1/3)e^2/(8\pi\epsilon_0R)$. The transport gap then shrinks by $2P=2.7$~eV, to about 8.7~eV. For a uniform reaction potential the attraction $W(ij|ab)$ loses $2P\,\delta_{ij}\delta_{ab}$, so $D-W$ is unchanged; $v$ is unchanged too, because $\phi_i\phi_a$ carries no net charge. In this estimate the medium moves the transport gap and the binding energy, but neither $S_1$ nor $T_1$. Beyond a uniform potential, the dipole of $\phi_i\phi_a$ also polarizes the medium, which lowers $S_1$ by roughly 0.05~eV in the same cavity. The dipoles of $\phi_i\phi_j$ and $\phi_a\phi_b$ can change $D-W$ by a comparable amount, so shifts of this size are not resolved here. At 300~K the thermal energy is 26~meV, about a hundredth of the singlet-triplet gap, so thermal return from $T_1$ to $S_1$ is negligible at this geometry.

\section{Implementation}

Compute $(ia|jb)$ and $W(ij|ab)$ separately, then reorder the latter from $(ij,ab)$ to $(ia,jb)$. Form $A^T=D-W$ once and add $2v$ for the singlets. With cubic scaling, two diagonalizations of dimension $N$ replace one of dimension $4N$, a saving of $4^3/2=32$. Compared with a code that already diagonalizes only the spin-conserving block of dimension $2N$, the saving is $2^3/2=4$. If the code works with spin orbitals, $v$ enters with factor 1 and the factor 2 appears through the eigenvectors; putting it in by hand as well would double the exchange.
